\section*{First-Order Hartree and GGA Potentials at Finite Wavevector}

\section{What goes wrong without the shifted operators}

A density wave of wavevector $\mathbf q$ in a crystal does not in general repeat from cell to cell, but it can be stored as a cell-periodic function multiplied by $e^{i\mathbf q\cdot\mathbf r}$. If the ordinary periodic Poisson solver and the ordinary gradient are then applied to that periodic function, the potentials come out wrong. In the model crystal treated below, omitting $\mathbf q$ gives an error of 71\% in the Hartree response (this includes the cell-average component, which the periodic solver discards because it admits no periodic solution; with that component restored the error is 22\%) and 18\% in the response of a generalized gradient approximation (GGA). Shifting every gradient by $i\mathbf q$ is no cure: if the explicit factors of the unperturbed density gradient in the response formula below are shifted too, with the derivatives of the energy density left unchanged, the GGA error is 42\%. Each figure is the largest deviation on a grid of $25^3$ points per cell relative to the largest magnitude of the reference response on that grid. Because both maxima are sampled at grid points, and because coarse grids do not fully resolve the GGA response (its discretization error lies between 2\% and 9\% at 10, 12 and 15 points per axis), the figures depend on the grid: on grids of $M^3$ points with $M=16$ to $36$, $40$, $45$, $50$, $60$ and $75$, the first stays at 71\%, the second lies between 16\% and 19\% and the last between 39\% and 45\%; for $M=10$ to $15$ the second lies between 15\% and 17\% and the last between 32\% and 45\%.

The question is therefore which gradients acquire $i\mathbf q$, and why.

\section{Setting and result}

Hartree atomic units are used, and potentials are potential energies of an electron. The unperturbed density $n(\mathbf r)$ is real, positive, lattice-periodic and spin-unpolarized. Let the density change be $\lambda\,\mathrm{Re}\,n_1$, with $\lambda$ real and small and
\begin{equation}
n_1(\mathbf r)=e^{i\mathbf q\cdot\mathbf r}\bar n(\mathbf r),\qquad
\bar n(\mathbf r)=\sum_{\mathbf G}\bar n(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.
\label{eq:bloch}
\end{equation}
Here $\mathbf G$ runs over the reciprocal lattice, and $\bar n$ may be complex. The first-order potential depends linearly on the density change, through a map with real coefficients. The response to $\mathrm{Re}\,n_1$ is therefore $\mathrm{Re}\,V_1$, where $V_1$ is the response to $n_1$ alone. This permits work with one complex exponential.

The exchange-correlation energy is
\begin{equation}
E_{xc}=\int f(n,\sigma)\,d\mathbf r,\qquad \sigma=|\nabla n|^2,
\label{eq:exc}
\end{equation}
with $f$ smooth. Subscripts on $f$ denote partial derivatives, taken at the unperturbed density in all first-order expressions. With
\begin{equation}
\mathbf D=\nabla+i\mathbf q,\qquad \bar\sigma=2\nabla n\cdot\mathbf D\bar n,
\label{eq:D}
\end{equation}
the periodic parts of $V_1=e^{i\mathbf q\cdot\mathbf r}\bar V$ are
\begin{align}
\bar V_H(\mathbf G)&=\frac{4\pi\,\bar n(\mathbf G)}{|\mathbf q+\mathbf G|^2},
\qquad \mathbf q+\mathbf G\ne0,\label{eq:H}\\
\bar V_{xc}&=f_{nn}\bar n+f_{n\sigma}\bar\sigma-2\mathbf D\cdot\mathbf F,
\label{eq:XC}\\
\mathbf F&=(f_{n\sigma}\bar n+f_{\sigma\sigma}\bar\sigma)\nabla n
+f_\sigma\mathbf D\bar n.
\label{eq:F}
\end{align}

\section{First derivation: linearize the potential}

For a periodic function $g$ and a periodic vector field $\mathbf A$, the product rule gives
\begin{equation}
\nabla(e^{i\mathbf q\cdot\mathbf r}g)=e^{i\mathbf q\cdot\mathbf r}\mathbf Dg,
\qquad
\nabla\cdot(e^{i\mathbf q\cdot\mathbf r}\mathbf A)
=e^{i\mathbf q\cdot\mathbf r}\mathbf D\cdot\mathbf A.
\label{eq:product}
\end{equation}

\subsection{Hartree part}

The Hartree potential obeys $\nabla^2V_1=-4\pi n_1$. Applying Eq.~\eqref{eq:product} twice and cancelling the exponential gives
\begin{equation}
\mathbf D^2\bar V_H=-4\pi\bar n.
\label{eq:poisson}
\end{equation}
Since $\mathbf De^{i\mathbf G\cdot\mathbf r}=i(\mathbf q+\mathbf G)e^{i\mathbf G\cdot\mathbf r}$, each Fourier component satisfies
\begin{equation}
-|\mathbf q+\mathbf G|^2\,\bar V_H(\mathbf G)=-4\pi\bar n(\mathbf G),
\end{equation}
which is Eq.~\eqref{eq:H}. If $\mathbf q+\mathbf G=0$, the left side vanishes. A periodic solution then requires $\bar n(\mathbf G)=0$, and that component of the potential remains undetermined. At $\mathbf q=0$ this is the usual arbitrary constant.

\subsection{GGA part}

The potential comes first. For a real variation $\delta n$, $\delta\sigma=2\nabla n\cdot\nabla\delta n$ to first order, so
\begin{align}
\delta E_{xc}&=\int\left(f_n\,\delta n+2f_\sigma\nabla n\cdot\nabla\delta n\right)d\mathbf r\nonumber\\
&=\int\left[f_n-2\nabla\cdot(f_\sigma\nabla n)\right]\delta n\,d\mathbf r.
\end{align}
The second line is an integration by parts; its surface term vanishes for a localized $\delta n$. Hence
\begin{equation}
V_{xc}=f_n-2\nabla\cdot(f_\sigma\nabla n).
\label{eq:vxc}
\end{equation}

Now change the density. The first-order change of $\sigma$ is $\sigma_1=2\nabla n\cdot\nabla n_1$. It contains no complex conjugate, because it is the linear extension of a real derivative. The chain rule gives
\begin{equation}
f_n\to f_{nn}n_1+f_{n\sigma}\sigma_1,\qquad
f_\sigma\to f_{n\sigma}n_1+f_{\sigma\sigma}\sigma_1,
\end{equation}
where the arrows denote first-order changes. In the product $f_\sigma\nabla n$ either factor may change, so
\begin{align}
V_{xc,1}={}&f_{nn}n_1+f_{n\sigma}\sigma_1\nonumber\\
&-2\nabla\cdot\left[(f_{n\sigma}n_1+f_{\sigma\sigma}\sigma_1)\nabla n
+f_\sigma\nabla n_1\right].
\label{eq:linear}
\end{align}

Equation~\eqref{eq:product} gives $\nabla n_1=e^{i\mathbf q\cdot\mathbf r}\mathbf D\bar n$ and hence $\sigma_1=e^{i\mathbf q\cdot\mathbf r}\bar\sigma$. The square bracket becomes $e^{i\mathbf q\cdot\mathbf r}\mathbf F$, and its divergence becomes $e^{i\mathbf q\cdot\mathbf r}\mathbf D\cdot\mathbf F$. Cancelling the common exponential yields Eq.~\eqref{eq:XC}.

This settles the opening question. A gradient is shifted when it acts on a quantity carrying $e^{i\mathbf q\cdot\mathbf r}$. The factor $\nabla n$ carries no such exponential and stays as it is. For a periodic scalar $a$,
\begin{equation}
\mathbf D\cdot(a\nabla n)=\nabla a\cdot\nabla n+a\nabla^2n+i a\,\mathbf q\cdot\nabla n,
\end{equation}
so the outer divergence supplies one term in $i\mathbf q$ for the whole product, not one for each factor.

\section{Second derivation: expand the energy}

The second route starts from the energy kernel
\begin{equation}
K(\mathbf r,\mathbf r')=\frac{\delta^2E}{\delta n(\mathbf r)\,\delta n(\mathbf r')},
\qquad V_1(\mathbf r)=\int K(\mathbf r,\mathbf r')n_1(\mathbf r')\,d\mathbf r'.
\end{equation}
Because the unperturbed crystal is periodic, $K$ is unchanged when both arguments move by a lattice vector $\mathbf R$. Thus $V_1(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}V_1(\mathbf r)$, and $V_1$ has the form $e^{i\mathbf q\cdot\mathbf r}\bar V$.

\subsection{Hartree part}

The Hartree energy is $\frac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$, so its kernel is $1/|\mathbf r-\mathbf r'|$. The integral over an infinite wave needs a convergence factor $e^{-\kappa s}$, where $\mathbf s=\mathbf r-\mathbf r'$ and $\kappa>0$. For $\mathbf k=\mathbf q+\mathbf G$, with $k=|\mathbf k|$, the angular integral gives $4\pi\sin(ks)/(ks)$, and
\begin{align}
\int\frac{e^{-\kappa s}}{s}e^{-i\mathbf k\cdot\mathbf s}\,d\mathbf s
&=\frac{4\pi}{k}\int_0^\infty e^{-\kappa s}\sin(ks)\,ds\nonumber\\
&=\frac{4\pi}{k^2+\kappa^2}.
\end{align}
Since $e^{i\mathbf k\cdot\mathbf r'}=e^{i\mathbf k\cdot\mathbf r}e^{-i\mathbf k\cdot\mathbf s}$, this factor multiplies $\bar n(\mathbf G)$. For $\mathbf k\ne0$ the limit $\kappa\to0$ gives Eq.~\eqref{eq:H}. For $\mathbf k=0$ the factor is $4\pi/\kappa^2$ and diverges: the Coulomb integral over a uniform charge without compensation has no finite value.

\subsection{GGA part}

Take a finite volume with periodic boundary conditions that fits the wave. For two real density changes $a$ and $b$, put $n\to n+sa+tb$, with $s$ and $t$ now real parameters. Then
\begin{equation}
\sigma\to\sigma+s\sigma_a+t\sigma_b+2st\,\nabla a\cdot\nabla b+O(s^2,t^2),
\end{equation}
with $\sigma_a=2\nabla n\cdot\nabla a$ and likewise for $b$. The mixed derivative at $s=t=0$ is
\begin{align}
\frac{\partial^2E_{xc}}{\partial s\,\partial t}
=\int\big[&f_{nn}ab+f_{n\sigma}(a\sigma_b+b\sigma_a)\nonumber\\
&+f_{\sigma\sigma}\sigma_a\sigma_b+2f_\sigma\nabla a\cdot\nabla b\big]d\mathbf r.
\label{eq:bilinear}
\end{align}
This equals $\iint aKb$ and is linear in each argument, so complex functions may be inserted. Choose $b=n_1$ and $a=m_1^*$, where $m_1=e^{i\mathbf q\cdot\mathbf r}\bar m$ and $\bar m$ is an arbitrary smooth periodic function. Then $\nabla m_1^*=e^{-i\mathbf q\cdot\mathbf r}(\mathbf D\bar m)^*$. All exponentials cancel, the integrand is periodic, and per cell
\begin{align}
\int_{\rm cell}\bar m^*\bar V_{xc}\,d\mathbf r
=\int_{\rm cell}\big[&f_{nn}\bar m^*\bar n
+f_{n\sigma}(\bar m^*\bar\sigma+\bar\sigma_m^*\bar n)\nonumber\\
&+f_{\sigma\sigma}\bar\sigma_m^*\bar\sigma
+2f_\sigma(\mathbf D\bar m)^*\cdot\mathbf D\bar n\big]d\mathbf r,
\label{eq:weak}
\end{align}
with $\bar\sigma_m=2\nabla n\cdot\mathbf D\bar m$. The terms containing $(\mathbf D\bar m)^*$ add up to $2(\mathbf D\bar m)^*\cdot\mathbf F$. Integration by parts over the cell, where opposite faces cancel, gives
\begin{align}
\int_{\rm cell}(\mathbf D\bar m)^*\cdot\mathbf F\,d\mathbf r
&=\int_{\rm cell}(\nabla\bar m^*-i\mathbf q\bar m^*)\cdot\mathbf F\,d\mathbf r\nonumber\\
&=-\int_{\rm cell}\bar m^*\,\mathbf D\cdot\mathbf F\,d\mathbf r.
\end{align}
Therefore
\begin{equation}
\int_{\rm cell}\bar m^*\left[\bar V_{xc}-f_{nn}\bar n-f_{n\sigma}\bar\sigma
+2\mathbf D\cdot\mathbf F\right]d\mathbf r=0.
\end{equation}
Because $\bar m$ is arbitrary, the bracket vanishes, which is Eq.~\eqref{eq:XC} again.

This route also gives the energy curvature. Along $\mathrm{Re}\,n_1=(n_1+n_1^*)/2$, the second derivative with respect to $\lambda$ contains $n_1^*V_1$ and $n_1V_1$, together with their conjugates. The term $n_1V_1$ carries $e^{2i\mathbf q\cdot\mathbf r}$ and sums to zero over the cells unless $2\mathbf q$ is a reciprocal-lattice vector. When $2\mathbf q$ is not a reciprocal-lattice vector, the two remaining terms are equal and, per cell,
\begin{equation}
\frac{d^2E_{xc}}{d\lambda^2}=\frac12\int_{\rm cell}\bar n^*\bar V_{xc}\,d\mathbf r.
\label{eq:curvature}
\end{equation}

\section{Limits}

In a uniform density $\nabla n=0$, so $\bar\sigma=0$ and Eq.~\eqref{eq:XC} reduces to
\begin{equation}
\bar V_{xc}(\mathbf G)=\left[f_{nn}+2f_\sigma|\mathbf q+\mathbf G|^2\right]\bar n(\mathbf G).
\end{equation}
The sign is positive because $-2\mathbf D^2$ becomes $+2|\mathbf q+\mathbf G|^2$. For the PBE functional at $n=0.03$ bohr$^{-3}$, the exchange and correlation parts of $2f_\sigma$ are $-0.909$ and $+0.909$ hartree bohr$^5$. They cancel within the test tolerance, so the gradient correction disappears from this particular response.

At $\mathbf q=0$, a rigid displacement along $x$ gives $\bar n=-\partial_xn$. The potential must move with the density, so $\bar V_{xc}=-\partial_xV_{xc}$. The numerical check confirms this for the model crystal.

\section{A displacement wave in a model crystal}

Consider a simple cubic lattice with $a=5$ bohr and cell volume $\Omega=125$ bohr$^3$. Each cell holds one Gaussian atom $\rho(\mathbf r)=N(\alpha/\pi)^{3/2}e^{-\alpha r^2}$, whose Fourier transform is $Ne^{-k^2/4\alpha}$, with $N=4$ electrons and exponent $\alpha=0.25$ bohr$^{-2}$. The atoms move rigidly along $x$ with amplitude $e^{i\mathbf q\cdot\mathbf R}$, where $\mathbf q=(2\pi/a)(1/3,1/3,0)$. This density change is prescribed; it is not a self-consistent response. Per bohr of displacement,
\begin{equation}
n_1(\mathbf r)=-\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\partial_x\rho(\mathbf r-\mathbf R).
\end{equation}
In the Fourier integral over one cell, the lattice sum extends the integration to all space. With $\mathbf k=\mathbf q+\mathbf G$, integration by parts gives
\begin{align}
\bar n(\mathbf G)&=-\frac1\Omega\int e^{-i\mathbf k\cdot\mathbf r}\partial_x\rho\,d\mathbf r
=-\frac{ik_x}{\Omega}\int e^{-i\mathbf k\cdot\mathbf r}\rho\,d\mathbf r\nonumber\\
&=-\frac{ik_xN}{\Omega}e^{-k^2/4\alpha}.
\label{eq:gauss}
\end{align}
For $\mathbf G=0$, $k_x=0.4189$ bohr$^{-1}$ and $k^2=0.3509$ bohr$^{-2}$. Since $4\alpha=1$ bohr$^{-2}$,
\begin{align}
\bar n(0)&=-i\,\frac{0.4189\times4}{125}\,e^{-0.3509}
=-0.00944\,i\ \text{bohr}^{-4},\\
\bar V_H(0)&=\frac{4\pi(-0.00944\,i)}{0.3509}
=-0.338\,i\ \text{hartree/bohr}.
\end{align}
The PBE response is $\bar V_{xc}(0)=0.0387\,i$ hartree/bohr. In other units the two potentials are $-17.4\,i$ and $1.99\,i$ eV/\AA.

The components $(-1,0,0)$ and $(0,-1,0)$, in units of $2\pi/a$, share $|\mathbf q+\mathbf G|^2=0.877$ bohr$^{-2}$. Their ratios $\bar V_H/\bar n$ agree:
\begin{equation}
\frac{0.1597}{0.01115}=\frac{-0.0799}{-0.00557}=14.3\ \text{hartree bohr}^3.
\end{equation}
The ratios $\bar V_{xc}/\bar n$ differ: $-0.0455/0.01115=-4.08$ and $0.0185/(-0.00557)=-3.32$ hartree bohr$^3$. The Hartree operator is diagonal in $\mathbf G$. The GGA operator multiplies by periodic functions such as $f_{nn}$ and $\nabla n$, and each such product mixes Fourier components.

Displacing the atoms in a $3\times3\times1$ supercell and differentiating the full nonlinear potential reproduces Eq.~\eqref{eq:XC} with a largest deviation on the grid of $3\times10^{-7}$ times the largest magnitude of the numerical response. Both sides take their derivatives by Fourier transform at the same grid spacing, so this figure tests the linearization and not the grid; the discretization error of the pointwise response on $25^3$ points per cell is about $7\times10^{-4}$ in the same measure. A separate test uses the straight density path $n+\lambda\,\mathrm{Re}\,n_1$, not displaced atoms, whose density also changes at second order. Along this path, second differences of $E_{xc}$ and Eq.~\eqref{eq:curvature} both give $-0.07114$ hartree/bohr$^2$ per cell.

For small $\mathbf q$, Eqs.~\eqref{eq:H} and \eqref{eq:gauss} give
\begin{equation}
\bar V_H(0)\to-\frac{4\pi iN}{\Omega}\frac{q_x}{|\mathbf q|^2}.
\end{equation}
This diverges as $1/|\mathbf q|$ with a coefficient proportional to the cosine of the angle between $\mathbf q$ and the displacement; for $\mathbf q$ perpendicular to the displacement, $\bar n(0)$ and $\bar V_H(0)$ vanish. At $|\mathbf q|=0.00126$ bohr$^{-1}$, $|\mathbf q|\,\mathrm{Im}\,\bar V_H(0)$ is $-0.402$ hartree/bohr$^2$ for $\mathbf q$ along $x$ and $-0.201$ at $60^\circ$ to it, in the ratio $\cos60^\circ$. The corresponding $\mathrm{Im}\,\bar V_{xc}(0)$ is below $2\times10^{-4}$ hartree/bohr. It tends to zero because the cell average of $-\partial_xV_{xc}$ vanishes. The divergence belongs to the electrons alone: nuclei of total charge $N$ per cell moving with them contribute the opposite leading term.

\section{What each derivation assumes}

The first derivation works point by point. For the Hartree part it assumes that $V_1$ has the Bloch form, which selects one solution of Poisson's equation when no $\mathbf q+\mathbf G$ vanishes. For the GGA part it needs only a given potential, Eq.~\eqref{eq:vxc}; the linearization would work equally for a potential that is not the derivative of an energy. It holds for any $\mathbf q$, but the flux $\mathbf F$ must be differentiable, which in general brings in third derivatives of $f$.

The second derivation needs an energy functional. In return, the Bloch form follows from translation symmetry, and Eq.~\eqref{eq:weak} shows that the response operator is Hermitian: exchanging $\bar m$ and $\bar n$ conjugates the right side. That equation requires only second derivatives of $f$ and first derivatives of the densities; the stronger smoothness enters when $\bar V_{xc}$ is extracted pointwise. The periodic volume restricts $\mathbf q$ to commensurate values. These are dense, and for fixed $\bar n$ both sides of Eq.~\eqref{eq:XC} are polynomials in $\mathbf q$: the right side by inspection, the left side because Eq.~\eqref{eq:bilinear} contains only local products and first derivatives, so the kernel acts as a second-order differential operator with periodic coefficients. The result therefore extends to all $\mathbf q$. The Hartree part needs the convergence factor instead of a choice of solution.

The Hartree part is exactly linear in the density change. The GGA part is a first-order result: for a generic $f$ it can be relied on for a finite change only if that change is small compared with $n$ and the accompanying change of $\sigma$ is small on the scale over which the derivatives of $f$ vary. A short-wavelength change can violate the second condition while meeting the first. The function $f$ must be smooth at the unperturbed values of $n$ and $\sigma$. Low-density regions are delicate. By dimensional scaling, GGA exchange has the form $f=n^{4/3}h(\sigma/n^{8/3})$, so $f_\sigma=n^{-4/3}h'$. At fixed $\sigma/n^{8/3}$ with $h'\ne0$, this coefficient grows without bound as $n\to0$. In a decaying density tail the ratio is not fixed but grows, as $n^{-2/3}$ when $|\nabla n|\propto n$, and the outcome depends on the functional. Along a tail with $|\nabla n|=1.5\,n$ bohr$^{-1}$, the PBE $f_\sigma$ levels off near $-16$ hartree bohr$^5$ while that of B88 exchange keeps growing; for PBE the coefficient that diverges there is $f_{nn}$. A spin-polarized density with both spin components present, or a functional that depends on more than $n$ and $\nabla n$, in general adds terms not contained in Eq.~\eqref{eq:XC}.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant = 5.0 bohr
cell volume = 125.0 bohr^3
electrons per cell = 4
Gaussian exponent = 0.25 bohr^-2
q_x = q_y = 0.418879 bohr^-1; q_z = 0.0 bohr^-1
grid points per cell axis = 25
density minimum = 0.006722 bohr^-3
density maximum = 0.090838 bohr^-3
Fourier coefficients below are imaginary parts; real parts vanish
G/(2pi/a) = (0, 0, 0): |q+G|^2 = 0.350919 bohr^-2
  nbar = -0.0094371 bohr^-4
  V_H = -0.337939 hartree/bohr
  V_xc = 0.038658 hartree/bohr
G/(2pi/a) = (-1, 0, 0): |q+G|^2 = 0.877298 bohr^-2
  nbar = 0.0111497 bohr^-4
  V_H = 0.159708 hartree/bohr
  V_xc = -0.045499 hartree/bohr
G/(2pi/a) = (0, -1, 0): |q+G|^2 = 0.877298 bohr^-2
  nbar = -0.0055748 bohr^-4
  V_H = -0.079854 hartree/bohr
  V_xc = 0.018503 hartree/bohr
G/(2pi/a) = (1, 0, 0): |q+G|^2 = 2.982814 bohr^-2
  nbar = -0.0027157 bohr^-4
  V_H = -0.011441 hartree/bohr
  V_xc = 0.002626 hartree/bohr
V_H(G=0) = -17.3775 i eV/angstrom
V_xc(G=0) = 1.9879 i eV/angstrom
Hartree: Coulomb-sum relative error = 5.5e-16
GGA: displaced-atom relative error = 2.7e-07
GGA: numerical periodicity error = 1.3e-07
xc curvature, energy = -0.0711364 hartree/bohr^2
xc curvature, formula = -0.0711363 hartree/bohr^2
Hartree error if q omitted = 71.26 percent
GGA error if q omitted = 17.92 percent
GGA error if grad n shifted = 41.57 percent
uniform test density = 0.03 bohr^-3
2 f_s exchange = -0.908609 hartree bohr^5
2 f_s correlation = 0.908609 hartree bohr^5
translation relative error = 1.6e-06
grid relative error = 4.7e-10
small |q| = 0.0012566 bohr^-1
angle 0 deg: |q| Im V_H(0) = -0.402123 hartree/bohr^2
  Im V_xc(0) = 1.706e-04 hartree/bohr
angle 60 deg: |q| Im V_H(0) = -0.201062 hartree/bohr^2
  Im V_xc(0) = 8.532e-05 hartree/bohr
\end{verbatim}
